# The hydrogen Stark effect from action integrals, and the missing 19: test program

```python
"""Hydrogen in a static field, H = p^2/2 - 1/r + F z (atomic units).
Result under test: with actions J1, J2 of the parabolic motions and angular
momentum L about z, n = J1+J2+L, k = J1-J2, the classical energy is
  E = -1/(2n^2) + (3/2) n k F - (n^4/16)(17n^2 - 3k^2 - 9L^2) F^2 + ...
For J = integer + 1/2 and L = |m|, wave mechanics has the same linear term
and the same quadratic bracket plus 19.
kappa: E = -kappa^2/2;  beta: separation constant;  K = J + L/2.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, fsolve
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre

NODES, WEIGHTS = roots_laguerre(40)
THETA = (np.arange(240) + 0.5) * np.pi / 240


def turning_points(kappa, beta, L, g):
    """Zeros of q^2 p^2, p^2 = -kappa^2/4 + beta/q - L^2/(4q^2) - g q."""
    poly = np.array([-g, -kappa**2 / 4, beta, -L**2 / 4])
    roots = np.roots(poly)
    assert np.max(np.abs(np.imag(roots))) < 1e-12
    roots = np.real(roots)
    for _ in range(2):
        roots = roots - np.polyval(poly, roots) / np.polyval(np.polyder(poly), roots)
    return roots[np.argsort(np.abs(roots))]


def action(kappa, beta, L, g):
    """(1/2 pi) times the loop integral of p dq, by quadrature."""
    inner, outer, third = turning_points(kappa, beta, L, g)
    half = (outer - inner) / 2
    q = (outer + inner) / 2 + half * np.cos(THETA)
    return np.mean(half**2 * np.sin(THETA)**2 * np.sqrt(g * (q - third)) / q)


def solve_beta(kappa, J, L, g):
    guess = (J + L / 2) * kappa
    return brentq(lambda b: action(kappa, b, L, g) - J,
                  0.9 * guess, 1.1 * guess, xtol=1e-15, rtol=1e-15)


def solve_kappa(J1, J2, L, F):
    n = J1 + J2 + L
    return brentq(lambda kap: solve_beta(kap, J1, L, F / 4)
                  + solve_beta(kap, J2, L, -F / 4) - 1,
                  0.95 / n, 1.05 / n, xtol=1e-15, rtol=1e-15)


def classical_energy(J1, J2, L, F):
    return -solve_kappa(J1, J2, L, F)**2 / 2


def taylor(func, value0, h):
    """First and second Taylor coefficients by extrapolated differences."""
    def raw(s):
        plus, minus = func(s), func(-s)
        return np.array([(plus - minus) / (2 * s),
                         (plus + minus - 2 * value0) / (2 * s * s)])
    return (4 * raw(h) - raw(2 * h)) / 3


def bracket_classical(n, k, L):
    return 17 * n**2 - 3 * k**2 - 9 * L**2


def stark_matrices(n, m):
    """Field-free Hamiltonian and z in a spherical Laguerre basis."""
    scale, count = 2.0 / n, n + 8
    ls = list(range(m, n + 5))
    t, w = NODES, WEIGHTS
    size = count * len(ls)
    h0, z = np.zeros((size, size)), np.zeros((size, size))
    previous = None
    for i, l in enumerate(ls):
        u, du = [], []
        for j in range(count):
            norm = np.exp((gammaln(j + 1) - gammaln(j + 2 * l + 3)) / 2)
            f = norm * t**(l + 1) * eval_genlaguerre(j, 2 * l + 2, t)
            d = ((l + 1) / t - 0.5) * f
            if j > 0:
                d = d - norm * t**(l + 1) * eval_genlaguerre(j - 1, 2 * l + 3, t)
            u.append(f)
            du.append(d)
        u, du = np.array(u), np.array(du)
        here = slice(i * count, (i + 1) * count)
        potential = scale**2 * l * (l + 1) / (2 * t**2) - scale / t
        h0[here, here] = scale**2 / 2 * (du * w) @ du.T + (u * w * potential) @ u.T
        if previous is not None:
            before = slice((i - 1) * count, i * count)
            angular = np.sqrt((l**2 - m**2) / ((2 * l - 1) * (2 * l + 1)))
            z[before, here] = angular * (previous * w * t / scale) @ u.T
            z[here, before] = z[before, here].T
        previous = u
    return h0, z


def quantum_levels(matrices, n, m, F):
    """Levels of one n, m manifold, ordered by increasing n1 - n2."""
    energies = np.linalg.eigvalsh(matrices[0] + F * matrices[1])
    nearest = np.argsort(np.abs(energies + 1 / (2 * n**2)))[:n - m]
    levels = np.sort(energies[nearest])
    return levels if F > 0 else levels[::-1]


# Separation: both constants, from a Cartesian phase-space point, sum to one
rng = np.random.default_rng(4)
for _ in range(5):
    pos, mom, F = rng.normal(size=3), rng.normal(size=3), 0.3
    r, rho = np.linalg.norm(pos), np.hypot(pos[0], pos[1])
    energy = mom @ mom / 2 - 1 / r + F * pos[2]
    Lz = pos[0] * mom[1] - pos[1] * mom[0]
    p_rho = (pos[0] * mom[0] + pos[1] * mom[1]) / rho
    xi, eta = r + pos[2], r - pos[2]
    p_xi = p_rho * np.sqrt(eta / xi) / 2 + mom[2] / 2
    p_eta = p_rho * np.sqrt(xi / eta) / 2 - mom[2] / 2
    b1 = xi * p_xi**2 + Lz**2 / (4 * xi) - energy * xi / 2 + F * xi**2 / 4
    b2 = eta * p_eta**2 + Lz**2 / (4 * eta) - energy * eta / 2 - F * eta**2 / 4
    assert abs(b1 + b2 - 1) < 1e-9 * (1 + abs(b1) + abs(b2))

# Weak-field expansion of the action integral
for kap, beta, L in [(0.8, 1.3, 1), (1.0, 1.2, 0), (0.9, 1.6, 2)]:
    got = taylor(lambda g: action(kap, beta, L, g), beta / kap - L / 2, 5e-5)
    want = [-(12 * beta**2 - kap**2 * L**2) / (2 * kap**5),
            5 * beta * (28 * beta**2 - 3 * kap**2 * L**2) / kap**9]
    assert np.allclose(got, want, rtol=2e-5), (got, want)


def classical_beta_coefficients(J, L):
    return taylor(lambda f: solve_beta(1.0, J, L, f / 4), J + L / 2, 5e-4)


def quantum_beta_coefficients(p, m):
    """First order, and neighbour and next-neighbour parts of second order."""
    x, w, size = NODES, WEIGHTS, p + 5
    f, df = [], []
    for j in range(size):
        norm = np.exp((gammaln(j + 1) - gammaln(j + m + 1)) / 2)
        value = norm * x**(m / 2) * eval_genlaguerre(j, m, x)
        slope = (m / (2 * x) - 0.5) * value
        if j > 0:
            slope = slope - norm * x**(m / 2) * eval_genlaguerre(j - 1, m + 1, x)
        f.append(value)
        df.append(slope)
    f, df = np.array(f), np.array(df)
    h0 = (df * w * x) @ df.T + (f * w * x / 4) @ f.T
    if m > 0:
        h0 = h0 + (f * w * m**2 / (4 * x)) @ f.T
    levels = np.arange(size) + (m + 1) / 2
    assert np.allclose(h0, np.diag(levels), atol=1e-9)
    W = (f * w * x**2 / 4) @ f.T
    parts = {1: 0.0, 2: 0.0}
    for q in range(size):
        if q == p:
            continue
        if abs(q - p) > 2:
            assert abs(W[p, q]) < 1e-8
        else:
            parts[abs(q - p)] += W[p, q]**2 / (levels[p] - levels[q])
    return W[p, p], parts[1], parts[2]


for p, m in [(0, 0), (1, 0), (0, 1), (2, 1), (1, 2), (3, 3)]:
    K = p + (m + 1) / 2
    c1, c2 = classical_beta_coefficients(p + 0.5, m)
    assert abs(c1 - (12 * K**2 - m**2) / 8) < 1e-4
    assert abs(c2 + K * (68 * K**2 - 9 * m**2) / 16) < 1e-4 * (1 + abs(c2))
    q1, near, far = quantum_beta_coefficients(p, m)
    assert abs(q1 - (12 * K**2 - m**2 + 1) / 8) < 1e-8
    assert abs(near + K * (64 * K**2 - 8 * m**2 + 16) / 16) < 1e-7
    assert abs(far + K * (4 * K**2 - m**2 + 3) / 16) < 1e-7

# Energies: quantized actions against three-dimensional diagonalization
print("Brackets B in E2 = -(n^4/16) B, extracted from numerical energies")
print(" n n1 n2 m  E1 action  E1 quantum  B action  B quantum  difference")
ground = {}
for n, m in [(1, 0), (2, 0), (2, 1), (3, 0), (3, 1), (4, 1), (4, 2)]:
    matrices, h, E0 = stark_matrices(n, m), 0.002 / n**4, -1 / (2 * n**2)
    q_first, q_second = taylor(lambda F: quantum_levels(matrices, n, m, F), E0, h)
    for n1 in range(n - m):
        n2 = n - m - 1 - n1
        k = n1 - n2
        a_first, a_second = taylor(
            lambda F: classical_energy(n1 + 0.5, n2 + 0.5, m, F), E0, h)
        B_action = -16 * a_second / n**4
        B_quantum = -16 * q_second[n1] / n**4
        assert abs(a_first - 1.5 * n * k) < 1e-4
        assert abs(q_first[n1] - 1.5 * n * k) < 1e-4
        assert abs(B_action - bracket_classical(n, k, m)) < 5e-3
        assert abs(B_quantum - bracket_classical(n, k, m) - 19) < 5e-3
        if n == 1:
            ground = {"half": -2 * a_second, "quantum": -2 * q_second[0]}
        if k >= 0:
            print(f" {n}  {n1}  {n2} {m} {abs(a_first):10.4f} {abs(q_first[n1]):11.4f}"
                  f" {B_action:9.3f} {B_quantum:10.3f} {B_quantum - B_action:11.3f}")

# Integer rule: general states, then the ground state as a circular orbit
for J1, J2, L in [(2, 1, 1), (1, 2, 2)]:
    n, k = J1 + J2 + L, J1 - J2
    first, second = taylor(lambda F: classical_energy(J1, J2, L, F),
                           -1 / (2 * n**2), 0.002 / n**4)
    assert abs(first - 1.5 * n * k) < 1e-4
    assert abs(-16 * second / n**4 - bracket_classical(n, k, L)) < 5e-3


def circular_energy(F):
    def forces(v):
        r = np.hypot(v[0], v[1])
        return [-1 / v[0]**3 + v[0] / r**3, v[1] / r**3 + F]
    rho, z = fsolve(forces, [1.0, -F], xtol=1e-13)
    return 1 / (2 * rho**2) - 1 / np.hypot(rho, z) + F * z


ground["integer"] = -2 * taylor(circular_energy, -0.5, 0.004)[1]
assert abs(ground["integer"] - bracket_classical(1, 0, 1) / 8) < 1e-5

print("Ground-state polarizability (atomic units)")
print(f"  integer actions      {ground['integer']:.4f}")
print(f"  half-integer actions {ground['half']:.4f}")
print(f"  wave mechanics       {ground['quantum']:.4f}")

# Worked example
n1, n2, m, F = 2, 0, 1, 1e-5
n, k = n1 + n2 + m + 1, n1 - n2
kap = solve_kappa(n1 + 0.5, n2 + 0.5, m, F)
beta1 = solve_beta(kap, n1 + 0.5, m, F / 4)
beta2 = solve_beta(kap, n2 + 0.5, m, -F / 4)
tp1 = turning_points(kap, beta1, m, F / 4)
tp2 = turning_points(kap, beta2, m, -F / 4)
E0, linear = -1 / (2 * n**2), 1.5 * n * k * F
B = bracket_classical(n, k, m)
B_integer = bracket_classical(n, k, m + 1)
quad_action = -n**4 * B * F**2 / 16
quad_quantum = -n**4 * (B + 19) * F**2 / 16
E_action = -kap**2 / 2
E_quantum = quantum_levels(stark_matrices(n, m), n, m, F)[n1]
assert abs(E_action - E0 - linear - quad_action) < 3e-9
assert abs(E_quantum - E0 - linear - quad_quantum) < 3e-9
missing = quad_quantum - quad_action
assert abs((E_quantum - E_action) / missing - 1) < 0.03
field_unit = constants.physical_constants["atomic unit of electric field"][0]
to_MHz = constants.physical_constants["hartree-hertz relationship"][0] / 1e6

print(f"Example: n1={n1}, n2={n2}, m={m}, n={n}, k={k}")
print(f"  field F = {F:.1e} a.u. = {F * field_unit:.4e} V/m")
print(f"  kappa = {kap:.9f} a.u.")
print(f"  beta1 = {beta1:.8f}, beta2 = {beta2:.8f} (dimensionless)")
print(f"  xi turning points  {tp1[0]:.4f}, {tp1[1]:.4f} bohr")
print(f"  eta turning points {tp2[0]:.4f}, {tp2[1]:.4f} bohr")
print(f"  eta beyond barrier {tp2[2]:.1f} bohr")
for name, p in [("xi", n1), ("eta", n2)]:
    c1, c2 = classical_beta_coefficients(p + 0.5, m)
    q1, near, far = quantum_beta_coefficients(p, m)
    print(f"  {name}: K = {p + (m + 1) / 2:.1f}; coefficients for positive f")
    print(f"    action:  first {c1:.4f}, second {c2:.4f}")
    print(f"    quantum: first {q1:.4f}, second {near + far:.4f}")
    print(f"    quantum second: neighbours {near:.4f}, next {far:.4f}")
print(f"  brackets: half-integer {B}, integer {B_integer}, quantum {B + 19}")
print(f"  field-free energy       {E0:.10f} hartree")
print(f"  linear shift            {linear:.4e} hartree")
print(f"  quadratic, half-integer {quad_action:.4e} hartree")
print(f"  quadratic, quantum      {quad_quantum:.4e} hartree")
print(f"  full action energy      {E_action:.10f} hartree")
print(f"  diagonalized energy     {E_quantum:.10f} hartree")
print(f"  full energy difference  {E_quantum - E_action:.4e} hartree")
print(f"  missing 19 term         {missing:.4e} hartree = {missing * to_MHz:.2f} MHz")
print("checks complete")
```

Printed output:

```
Brackets B in E2 = -(n^4/16) B, extracted from numerical energies
 n n1 n2 m  E1 action  E1 quantum  B action  B quantum  difference
 1  0  0 0     0.0000      0.0000    17.000     36.000      19.000
 2  1  0 0     3.0000      3.0000    65.000     84.000      19.000
 2  0  0 1     0.0000      0.0000    59.000     78.000      19.000
 3  1  1 0     0.0000      0.0000   153.000    172.000      19.000
 3  2  0 0     9.0000      9.0000   141.000    160.000      19.000
 3  1  0 1     4.5000      4.5000   141.000    160.000      19.000
 4  1  1 1     0.0000      0.0000   263.000    282.000      19.000
 4  2  0 1    12.0000     12.0000   251.000    270.000      19.000
 4  1  0 2     6.0000      6.0000   233.000    252.000      19.000
Ground-state polarizability (atomic units)
  integer actions      1.0000
  half-integer actions 2.1250
  wave mechanics       4.5000
Example: n1=2, n2=0, m=1, n=4, k=2
  field F = 1.0e-05 a.u. = 5.1422e+06 V/m
  kappa = 0.249521143 a.u.
  beta1 = 0.75070008, beta2 = 0.24929992 (dimensionless)
  xi turning points  0.3354, 47.5286 bohr
  eta turning points 1.0749, 14.9804 bohr
  eta beyond barrier 6210.0 bohr
  xi: K = 3.0; coefficients for positive f
    action:  first 13.3750, second -113.0625
    quantum: first 13.5000, second -116.6250
    quantum second: neighbours -109.5000, next -7.1250
  eta: K = 1.0; coefficients for positive f
    action:  first 1.3750, second -3.6875
    quantum: first 1.5000, second -4.8750
    quantum second: neighbours -4.5000, next -0.3750
  brackets: half-integer 251, integer 224, quantum 270
  field-free energy       -0.0312500000 hartree
  linear shift            1.2000e-04 hartree
  quadratic, half-integer -4.0160e-07 hartree
  quadratic, quantum      -4.3200e-07 hartree
  full action energy      -0.0311304005 hartree
  diagonalized energy     -0.0311304307 hartree
  full energy difference  -3.0286e-08 hartree
  missing 19 term         -3.0400e-08 hartree = -200.02 MHz
checks complete
```
